Why low-sticking precursor flux becomes uniform in a closed trench

Q: I deposit dielectric into trenches between metal lines, sometimes to fill them and sometimes to leave an air gap. The bottom of a deep trench sees only a sliver of the gas above it. Yet I am told that when the precursor hardly sticks, the bottom receives as much flux as the top. Where does the missing flux come from?

A: From the walls that block the view. To see that they supply the right amount, and not just some amount, we need a flux balance.

Let Γ(x) be the impingement flux: the number of molecules striking unit area of wall at x per unit time, whether or not they stick. I assume a steady state, no gas collisions inside the trench, and one constant sticking probability s on every wall. A molecule that does not stick leaves diffusely, with no memory of its arrival direction. Diffuse means the cosine law: the probability of leaving into solid angle dω at angle θ′ from the normal is cosθ′ dω/π. It is normalized over the outward hemisphere:

(1/π) ∫ cosθ′ dω = (1/π) · 2π · ∫₀^{π/2} cosθ′ sinθ′ dθ′ = (1/π) · 2π · ½ = 1.

Take a patch dA′ at x′ and a patch dA at x, a distance R apart and visible to each other. Seen from x′, the patch dA fills the solid angle cosθ dA/R², where θ is measured from the normal at x. A molecule leaving x′ therefore lands on dA with probability K dA, where

K(x,x′) = cosθ cosθ′/(πR²).

If something blocks the line between the points, K = 0. Exchanging x and x′ leaves K unchanged, and this symmetry carries most of the argument.

Q: And the gas above the trench?

A: I take it to be isotropic, so molecules cross the mouth downward with the same cosine law, at flux Γ0. The mouth then acts as a surface emitting Γ0 diffusely. The direct flux at x is

Γ_dir(x) = Γ0 ∫_mouth K(x,x′) dA′ = Γ0 Ω(x).

The integral Ω(x) has a second meaning. By the symmetry of K, it is also the probability that a molecule launched diffusely from x flies straight out through the mouth. It is the cosine-weighted fraction of the view from x that is open.

Q: So Ω is the shadowing. How bad is it in a real shape?

A: Take a trench of width w and depth h, much longer than either. First integrate K along the length coordinate y. Let r be the separation within the cross-section, so R² = r² + y², and let φ, φ′ be the angles from the normals within that plane. Then cosθ = cosφ · r/R, likewise for θ′, and

∫K dy = (cosφ cosφ′ r²/π) ∫ dy/(r²+y²)².

With y = r tan t the last integral becomes r⁻³ ∫cos²t dt from −π/2 to π/2, which is π/(2r³). Hence

∫K dy = cosφ cosφ′/(2r).

For a point on a side wall at depth d and a point of the mouth at horizontal distance x from that wall, r² = x² + d², cosφ = x/r and cosφ′ = d/r. Therefore

Ω = ∫₀^w x d/[2(x²+d²)^{3/2}] dx
= (d/2) [1/d − 1/√(d²+w²)]
= ½ [1 − d/√(d²+w²)].

Just below the lip Ω tends to ½, because the wall there faces half open sky. For d ≫ w, expanding the square root gives Ω ≈ w²/(4d²), so the direct flux falls steeply.

As an example take w = 40 nm and h = 120 nm, an aspect ratio of 3. Halfway down, d = 60 nm and √(60²+40²) = 72.1 nm, so Ω = ½(1 − 60/72.1) = 0.084. Direct flight delivers 8.4% of Γ0 there. At the foot of the wall it delivers 2.6%, and at the centre of the bottom 16.4%.

Q: That is severe shadowing. Now show me the compensation.

A: Every direction from x ends somewhere: on the mouth or on a wall, the bottom included. Because the cosine law is normalized,

Ω(x) + ∫_walls K(x,x′) dA′ = 1.   (closure)

At mid-wall the three parts are 0.0840 for the mouth, 0.8321 for the opposite wall and 0.0840 for the bottom, which add to 1 within rounding.

Now balance the flux. A wall patch at x′ receives Γ(x′), keeps the fraction s and re-emits (1−s)Γ(x′). Adding direct and re-emitted arrivals,

Γ(x) = Γ0 Ω(x) + (1−s) ∫_walls K(x,x′) Γ(x′) dA′.   (balance)

Set s = 0 and try Γ = Γ0 everywhere. Using closure, the right side becomes

Γ0 Ω + Γ0 ∫_walls K dA′ = Γ0 Ω + Γ0(1−Ω) = Γ0.

The trial solution works at every point. Shadowing replaces a fraction 1−Ω of the open view by wall. If that wall returns everything it receives, and receives Γ0, it looks just like the part of the gas it hides. At mid-wall, 0.084 Γ0 arrives directly and 0.916 Γ0 comes from other walls.

Q: You assumed that the other walls already receive Γ0. Isn't that circular?

A: It would be if the balance had other solutions. Suppose two solutions existed at s = 0, with difference D(x). The source Γ0 Ω cancels, leaving D = ∫K D′ dA′. Let M be the largest |D| on the walls, and Ω_min the smallest Ω. Then

|D(x)| ≤ M ∫_walls K dA′ = M[1−Ω(x)] ≤ M(1−Ω_min).

This holds also where |D| = M, so M ≤ M(1−Ω_min). Since Ω_min > 0 in this trench, M = 0. The uniform solution is the only bounded one.

You can also build it without assuming anything about the other walls. Start with direct flux, add what has been re-emitted once, then twice, and so on. At the wall foot, with s = 0, the accumulated flux in units of Γ0 is

direct: 0.026
up to 1 re-emission: 0.132
up to 5: 0.434
up to 20: 0.910
up to 80: 0.9999

The foot is fed mainly by molecules that have already struck other walls. Uniformity needs many generations of them to survive, which is why sticking matters so much.

Q: My precursor does stick, or there would be no film. How small must s be?

A: Follow a molecule backwards in the following sense. Launch one diffusely from x and let P(x) be the probability that it escapes through the mouth before sticking. It escapes at once with probability Ω(x). Otherwise it hits a wall at x′, survives with probability 1−s, and starts again from there. So

P(x) = Ω(x) + (1−s) ∫_walls K(x,x′) P(x′) dA′.

This is the balance equation divided by Γ0. Its solution is unique by the same argument, with the contraction factor now (1−s)(1−Ω_min). Hence Γ(x)/Γ0 = P(x): the relative flux arriving at a point equals the chance of getting out from that point. The symmetry of K is what lets arrival be exchanged for escape.

Next let N be the number of wall hits that a non-sticking molecule makes after launch from x and before escape. With sticking switched on, it must survive each of those N hits, so

Γ(x)/Γ0 = E_x[(1−s)^N],

where E_x is the average over random flights from x. As s → 0, each factor tends to 1. The average does too, because N has a finite mean: at every landing point the chance of escaping on the next flight is at least Ω_min, so long flight histories die out geometrically.

For a usable bound, note that one more hit lowers (1−s)^N by s(1−s)^N, which is at most s. After N hits the loss is at most sN. Averaging gives

1 − s N̄(x) ≤ Γ(x)/Γ0 ≤ 1,

where N̄(x) is the mean of N. Expanding (1−s)^N = 1 − sN + ½s²N(N−1) − … also shows that the leading deficit for small s is sN̄(x).

The mean itself follows from one flight: reaching a wall counts one hit and adds the hits still to come from there,

N̄(x) = ∫_walls K(x,x′)[1 + N̄(x′)] dA′.

Q: What does that give for the 40 nm trench?

A: Here and below, numerical values at the "lip" and "foot" refer to points 0.4 nm from the upper and lower ends of the side wall. Solving for N̄ gives 3.4 at the lip, 7.7 at mid-wall, 7.7 at the bottom centre and 8.9 at the wall foot. The foot has the largest value, so it is the worst-fed place. Even from the lip a molecule makes several more hits on average, because half its launches go into the trench.

The full balance gives these values of Γ/Γ0:

s = 0.3: lip 0.656, foot 0.214, bottom centre 0.316
s = 0.03: lip 0.917, foot 0.784, bottom centre 0.813
s = 0.003: lip 0.990, foot 0.974, bottom centre 0.977
s = 0: 1.000 at all three

For s = 0.003 the leading deficit at the foot is 0.003 × 8.89 = 0.027; the full one is 1 − 0.974 = 0.026. For s = 0.03 the estimate is 0.27 against 0.22, since the positive second-order term now matters. For s = 0.3 it would be 2.7, which is no longer an estimate of anything.

To keep the flux within 5% of Γ0 everywhere, it is enough that s ≤ 0.05/8.91 = 0.0056, where 8.91 is the value of N̄ in the corner itself, the largest on the surface. Solving the balance at that s gives a lowest flux of 0.952 Γ0. The condition is sufficient, not necessary; a slightly larger s would also do.

Q: Can you test this without your view fractions?

A: Yes, by following individual molecules in three dimensions, with cosine-law launches and straight flights to the next wall. For molecules entering this trench through the mouth, the bottom-averaged flux at s = 0.3, 0.03, 0.003 and 0 comes out as 0.313, 0.812, 0.978 and 1.001. The balance equation gives 0.312, 0.811, 0.977 and 1.000. Launching molecules from the bottom instead and averaging (1−s)^N gives 0.312, 0.811 and 0.977 for the three nonzero s, which tests the exchange of arrival for escape. At s = 0 this average is 1 by construction and tests nothing.

Nor does the argument at s = 0 depend on the trench being long. In a trench of the same cross-section but only 80 nm long, closed by end walls, the simulated flux is 1.004 Γ0 on the bottom and 1.002 Γ0 on the end walls.

Q: If nothing sticks, how often does a molecule hit a wall before it leaves?

A: At s = 0 the total hit rate is Γ0 A_wall, since every wall receives Γ0. Molecules enter at the rate Γ0 A_mouth. Dividing, and cancelling the common trench length,

hits per entering molecule = A_wall/A_mouth = (2h+w)/w = 1 + 2h/w = 7.

The simulation gives 7.004. This mean includes molecules that turn back near the top.

The mean path is just as simple. At s = 0 every line of sight from an interior point ends on a surface sending out the same cosine-law flux Γ0, so the gas inside is isotropic and uniform. Consider molecules of one speed v and density n. Their flux on any surface is

Γ0 = (nv/4π) ∫ cosθ dω = (nv/4π) · π = nv/4.

The number inside, nV, equals the entry rate times the mean stay τ, so τ = nV/(Γ0 A_mouth) = 4V/(v A_mouth). The mean path is

vτ = 4V/A_mouth = 4h = 480 nm,

the same for every speed. The simulation gives 480.2 nm.

Q: A bottom with no sticking gets full flux but grows no film. What, then, has become uniform?

A: The impingement flux. The deposition rate is proportional to sΓ(x). As s → 0 it vanishes everywhere, but the ratio of rates at two points tends to 1. In practice you choose a small nonzero s and pay for conformality with a smaller deposit per arriving molecule. At s = 0 the trench is simply in equilibrium with the gas above it, with as many molecules leaving as entering.

Q: Does the result survive if my source is directional?

A: No. The proof needs the direct flux to be Γ0 Ω(x), which comes from isotropic supply. Replace it by a vertical beam, all of which first lands on the bottom. The walls still re-emit diffusely and nothing sticks, but a uniform flux no longer satisfies the balance. In units of the beam flux, the bottom now receives 2.19 on average and the lip 0.41. The bottom gets each molecule once from the beam, and on average 1.19 further times before it escapes.

Because the balance is linear in the source, mixtures are easy. If 10% of the mouth flux is a vertical beam and 90% is isotropic, the bottom average is 0.9 × 1 + 0.1 × 2.19 = 1.12, an excess of 12%. The lip gets 0.9 + 0.1 × 0.41 = 0.94, a deficit of 6%. Reducing s further does not cure this.

Q: And why insist on a closed bottom?

A: An opening to vacuum is a place from which nothing returns, so closure fails to supply the missing part. Remove the bottom, put vacuum below and keep s = 0. The flux is then 0.81 Γ0 at the lip, 0.50 Γ0 at mid-wall and 0.19 Γ0 at the foot. The middle value follows from symmetry. If the same gas stood at both ends, the flux would be Γ0 everywhere, and each end would contribute half at the midpoint; taking one gas away leaves ½. Molecules now stream through, and that net transport requires a gradient. A closed, non-sticking bottom permits no net transport in steady state.

Q: My trench narrows as it fills. Does a good s stay good?

A: Not necessarily. For a fixed shape the flux becomes uniform as s → 0, but at fixed s the product sN̄ grows as the trench becomes narrower. Suppose a uniform film coats the walls, the bottom and the top surface. The width shrinks while the depth, measured from the new top to the new bottom, stays at 120 nm. I keep the corners at the mouth square; a film of equal thickness would round them, an effect I have not sized. I hold s at 0.003 and solve the steady balance at each width. The bottom averages are

40 nm: N̄ = 7.75, Γ/Γ0 = 0.977
20 nm: N̄ = 20.7, Γ/Γ0 = 0.942
10 nm: N̄ = 59.5, Γ/Γ0 = 0.847
5 nm: N̄ = 183, Γ/Γ0 = 0.634

Each halving of the width multiplies N̄ by 2.7, then 2.9, then 3.1. An ordinary random walk with steps proportional to w would need a number of steps proportional to (h/w)², a factor of 4 in the limit of a very deep trench; at these aspect ratios end effects alone lower it, to about 3.5, 3.7 and 3.8 for Gaussian steps of rms length w. The trench falls further short because its steps do not simply scale with w. For a flight between the side walls that changes the depth by z, cosφ = cosφ′ = w/r, so the kernel cosφ cosφ′/(2r) gives the density w²/[2(w²+z²)^{3/2}]. For |z| ≫ w this falls only as |z|⁻³, so the mean-square step, cut off at |z| ≈ h, grows like w² ln(h/w). In units of w² it increases as the trench narrows, and N̄ rises by less than the factor of 4.

By the last line the bottom flux has fallen by more than a third, so the assumption of a uniform film is itself failing. The sequence shows roughly when the growth rate stops being uniform, not the accumulated thickness or the final profile.

Q: What does this mean when I want an air gap rather than a fill?

A: Then you want the opposite limit. At s = 0.3 the lip-to-foot flux ratio is 0.656/0.214 = 3.1, so in this model the side-wall film starts growing about three times faster near the lip. The opening tends to pinch while space remains below. At s = 0.003 the ratio is 0.990/0.974 = 1.02, and the film starts out nearly conformal. So, for isotropic supply, constant s and this initial shape, stronger sticking favours a larger enclosed gap. Its final volume would need a calculation with a moving surface.

Q: How close is the example to a real process?

A: Tens of nanometres of width and an aspect ratio of a few are reasonable for trenches between interconnect lines. The temperature of 673 K and pressure of 2 Torr are rough values for vapour deposition, and the values of s are round numbers spanning strongly to weakly sticking species, not properties of a named precursor. The assumptions most open to doubt are isotropic supply and a single constant s. Plasma sources can add directed species. The beam above is only a stand-in for them: real ions react or are neutralized at the wall instead of returning as the same species, and a 10% share is plausible only when Γ0 is the flux of a dilute precursor, not of the whole 2 Torr gas. Within the model, that 10% beam shifts the bottom flux by 12%, far more than the 2.3% deficit at s = 0.003. If the effective s were 0.03 instead, the bottom average would drop from 0.977 to 0.811. Sticking that depends on surface coverage is outside the model, and I have not sized its effect.

Q: And the effects you left out, such as gas collisions?

A: For a rough molecular diameter a = 0.6 nm, the hard-sphere mean free path is

λ = k_B T/(√2 π a² p) ≈ 22 μm.

An entering molecule travels 480 nm on average at s = 0, so it has about 480/21,800 = 0.022 gas collisions per visit. From the bottom to escape the mean path is 525 nm, giving 0.024. Neglecting collisions is reasonable for this trench at 2 Torr. In the 5 nm trench the path from the bottom is about 1750 nm, or 0.08 collisions. Since λ scales as 1/p, at 200 Torr it is only 0.22 μm, about two collisions per visit, so the model does not apply to sub-atmospheric gap fill at hundreds of Torr.

Molecules may also creep along the surface before desorbing. If the desorption barrier exceeds the hopping barrier by a rough 0.30 eV, with equal rate prefactors, there are exp(0.30 eV/k_B T), or about 180, hops per stay. For 0.3 nm hops, half the mean-square displacement lies along the depth, so the distance is 0.3 × √(180/2), or about 3 nm. That is small beside the 40 nm width, though not beside a 5 nm opening.

Finite line length matters little at mid-line. Simulated launches from the bottom give N̄ = 7.76 ± 0.03 for an endless line and 7.85 ± 0.03 in the middle of a 1000 nm line, where the uncertainties are standard errors. The difference is about 1%. It is only two standard errors in this sample, but it is real: a million launches give 7.82 ± 0.01 for the finite line against 7.75 from the balance for the endless one, with about 1.5% of the molecules reaching an end wall.

Finally, the walls hardly move during a visit. At a mean speed of 377 m/s, for a rough mass of 100 u, 480 nm of flight takes 1.3 ns. Even if pauses on the walls stretched the visit to 1 ms, a film growing at 1 nm/s would advance by only 0.001 nm. The steady balance can therefore be solved for each momentary shape. The numerical output below lists the values used here.

Values computed for the example and the checks

```
Trench: width 40 nm, depth 120 nm, aspect ratio 3.0
Side wall at depth 60 nm, fractions of view: mouth 0.0840, opposite wall 0.8321, bottom 0.0840
Flux / Gamma0 (lip and foot: panels 0.4 nm from the wall ends)
place          direct  s=0.3    s=0.03   s=0.003  s=0    
lip            0.4952  0.6556   0.9169   0.9901   1.0000 
mid-wall       0.0840  0.2858   0.8114   0.9774   1.0000 
wall foot      0.0258  0.2141   0.7838   0.9739   1.0000 
bottom centre  0.1644  0.3162   0.8130   0.9775   1.0000 
s=0, wall foot, flux/Gamma0 after 1 re-emissions: 0.1316
s=0, wall foot, flux/Gamma0 after 5 re-emissions: 0.4341
s=0, wall foot, flux/Gamma0 after 20 re-emissions: 0.9105
s=0, wall foot, flux/Gamma0 after 80 re-emissions: 0.9999
Mean later wall hits: lip 3.35, mid-wall 7.71, wall foot 8.89, bottom centre 7.68
Largest mean later hits on the surface: 8.89
Sticking that guarantees 5% uniformity: 0.00562; lowest flux/Gamma0 there 0.9521
Bottom average flux/Gamma0: panels, entering MC, escape MC
  s=0.3   0.3121  0.3128  0.3124
  s=0.03  0.8113  0.8123  0.8114
  s=0.003 0.9773  0.9783  0.9773
  s=0     1.0000  1.0010  1.0000
Largest panel-MC flux difference, all regions and s: 0.0019
Wall hits per entering molecule, s=0: MC 7.004, formula 7.000
Path per entering molecule, s=0: MC 480.2 nm, formula 480.0 nm
Short trench (80 nm long), s=0, MC flux/Gamma0: bottom 1.004, end walls 1.002
Vertical beam, s=0, flux/beam flux: bottom average 2.189 (MC 2.195), lip 0.409
Open bottom to vacuum, s=0, flux/Gamma0: lip 0.813, mid-wall 0.500, foot 0.187
Narrowing at fixed depth: width, bottom mean later hits, bottom flux/Gamma0 at s=0.003
    40 nm     7.75  0.9773
    20 nm    20.65  0.9415
    10 nm    59.49  0.8469
     5 nm   183.05  0.6345
MC later hits from the bottom at 10 nm width: 59.75
Rough inputs: 673 K, 2 Torr, diameter 0.6 nm, mass 100 u
Mean free path 21.79 um; gas collisions per visit 0.0220, bottom to escape 0.0241
Mean path from bottom to escape: 525 nm
10% vertical beam in the supply, s=0: bottom flux change +11.89%, lip -5.91%
Later hits from bottom, MC: endless line 7.76 +- 0.03, middle of 1000 nm line 7.85 +- 0.03
Surface diffusion: desorption minus hop barrier 0.30 eV, hop 0.3 nm, 176 hops, rms distance along depth 2.8 nm
Mean speed 377 m/s; flight time per visit 1.27 ns; film growth in it at 1 nm/s: 1.3e-09 nm
```
